# Finite-size errors of reorganisation and redox free energies in periodic cells

**Q.** I oxidise one dissolved ion in a periodic simulation cell. From the same trajectories I get a reorganisation energy and a redox free energy. Both come from the same vertical gaps, so why should their size errors differ at all?

**A.** Because one is a half difference of two gaps and the other a half sum. To see what this does, we need a model in which both are defined.

Let the ion carry charge \(Qe\), with \(Q=q\) before oxidation and \(Q=q+1\) after. The solvent is linear. Its electrons follow at once, with permittivity \(\epsilon_\infty\); its nuclei follow slowly, and the full response has the static permittivity \(\epsilon_s\). Let \(x\) be the set of slow polarisation coordinates. With the electrons already relaxed, the energy is quadratic:

\[
E(Q,x)=\tfrac12 aQ^2-Q\,b\cdot x+\tfrac12\,x\cdot Kx .
\]

The ion's own ionisation energy in vacuum does not depend on the cell and is left out. Setting the derivative with respect to \(x\) to zero gives \(x_Q=QK^{-1}b\), and inserting this gives

\[
E(Q,x_Q)=\tfrac12 a_sQ^2,\qquad a_s=a-b\cdot K^{-1}b .
\]

The thermal fluctuations about \(x_Q\) depend on \(K\), which is the same for both charges. They add the same constant to both free energies, so

\[
\Delta A=\tfrac12a_s\left[(q+1)^2-q^2\right]=\tfrac12(2q+1)a_s .
\]

The reorganisation energy is what the slow coordinates release after a sudden oxidation:

\[
\lambda=E(q+1,x_q)-E(q+1,x_{q+1})
=\tfrac12\,b\cdot K^{-1}b=\tfrac12(a-a_s).
\]

The middle step holds because \(E\) is quadratic about its minimum and \(x_{q+1}-x_q=K^{-1}b\).

**Q.** And the gaps that I measure?

**A.** The vertical gap at fixed \(x\) is

\[
E(q+1,x)-E(q,x)=\tfrac12(2q+1)a-b\cdot x .
\]

In the state of charge \(Q\) the mean of \(b\cdot x\) is \(Q\,b\cdot K^{-1}b=Q(a-a_s)\). The means in the reduced and oxidised states are therefore

\[
G_{\rm red}=\tfrac12(2q+1)a-q(a-a_s),
\]
\[
G_{\rm ox}=\tfrac12(2q+1)a-(q+1)(a-a_s).
\]

In the half sum the terms in \(a\) cancel and \(\tfrac12(2q+1)a_s=\Delta A\) is left. The half difference is \(\tfrac12(a-a_s)=\lambda\). So \(G_{\rm red}=\Delta A+\lambda\) and \(G_{\rm ox}=\Delta A-\lambda\). The free energy contains the fully relaxed coefficient \(a_s\) alone, while \(\lambda\) also contains \(a\), where only the electrons screen.

**Q.** That is algebra. Where does the cell enter?

**A.** Through \(a\) and \(a_s\), which are electrostatic energies of the ion in its solvent. I use Gaussian form, with \(e^2\) standing for \(e^2/4\pi\varepsilon_0\), and write

\[
a=e^2u(\epsilon_\infty),\qquad a_s=e^2u(\epsilon_s).
\]

Here \(u(\epsilon)\) is the potential at the ion per unit charge in a solvent of permittivity \(\epsilon\), less the self term of the isolated ion in vacuum.

The cell is a cube of side \(L\) with a uniform neutralising background. The term of zero wave vector is omitted, which means conducting boundary conditions: no average field across the cell. Take first a unit point charge without solvent. Near it the lattice potential is

\[
\phi_0(r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\dots
\]

The constant \(\alpha=2.8373\) is obtained by Ewald summation. The quadratic term comes from the background density \(-1/L^3\), since \(\nabla^2r^2=6\) and \(\nabla^2\phi=-4\pi\rho\). The dots are terms of cubic symmetry that begin as \(r^4/L^5\), with angular momentum \(l=4\). The field energy of the cell is

\[
\frac1{8\pi}\int_{\rm cell}|\mathbf E_0|^2\,dV=\frac12\left(S-\frac{\alpha}{L}\right),
\qquad S=\int_0^\infty\frac{dr}{r^2},
\]

where \(S\) is the self term. It diverges for a point charge, is understood to be cut off at a tiny radius, and will cancel.

**Q.** Solvent does not fill the ion. Can you just divide by \(\epsilon\)?

**A.** Not near the ion. Let the ion sit in a spherical cavity of radius \(R<L/2\) with permittivity 1 inside and \(\epsilon\) outside, and the same \(R\) in both charge states. Gauss's law fixes the flux of the displacement \(\mathbf D\) from the enclosed charge. Try \(\mathbf D=\mathbf E_0\). The electric field is then \(\mathbf E_0/\epsilon(r)\), and its curl is \(\nabla(1/\epsilon)\times\mathbf E_0\). This vanishes where \(\mathbf E_0\) is radial, so the spherical part of the trial is a true solution.

The \(l=4\) part has a tangential component and spoils this slightly. Its product with the spherical field averages to zero over angles, so it changes the energy in second order. Its field at the cavity is of order \(R^3/L^5\); squared and multiplied by the volume \(R^3\), this gives \(R^9/L^{10}\), which I drop.

The energy density is \(|\mathbf D|^2/8\pi\epsilon(r)\). Write it as \(1/\epsilon\) everywhere plus an extra \(1-1/\epsilon\) inside the cavity:

\[
\tfrac12(u+S)=\tfrac12\left[\frac1\epsilon\left(S-\frac\alpha L\right)+\left(1-\frac1\epsilon\right)I\right],
\]

\[
I=\int_0^R r^2\left(\frac1{r^2}-\frac{4\pi r}{3L^3}\right)^2dr .
\]

The bracket in \(I\) is the radial field \(-d\phi_0/dr\). Expanding the square gives

\[
I=\int_0^R\left(\frac1{r^2}-\frac{8\pi r}{3L^3}+\frac{16\pi^2r^4}{9L^6}\right)dr
=S-\frac1R-\frac{4\pi R^2}{3L^3}+\frac{16\pi^2R^5}{45L^6}.
\]

The self terms carry the weight \(1/\epsilon+(1-1/\epsilon)=1\) and cancel the \(S\) on the left. What remains is

\[
u(\epsilon)=-\frac{\alpha}{\epsilon L}-\left(1-\frac1\epsilon\right)B,
\qquad
B=\frac1R+\frac{4\pi R^2}{3L^3}-\frac{16\pi^2R^5}{45L^6}.
\]

**Q.** Then give me the reorganisation energy, with its sign traced.

**A.** Subtract the static \(u\) from the electronic one. The first terms give \(-(\alpha/L)(1/\epsilon_\infty-1/\epsilon_s)\). The coefficient of \(B\) is \(-(1-1/\epsilon_\infty)+(1-1/\epsilon_s)=+(1/\epsilon_\infty-1/\epsilon_s)\). Hence

\[
\lambda(L)=\frac{e^2}{2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)
\left[\frac1R-\frac\alpha L+\frac{4\pi R^2}{3L^3}-\dots\right].
\]

As \(L\to\infty\) the bracket becomes \(1/R\), and to leading order

\[
\lambda(L)-\lambda_\infty=-\frac{\alpha e^2}{2L}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
\]

The cell value is too small. In open solvent, the slow polarisation outside a sphere of radius \(r\) contributes \(\tfrac12e^2(1/\epsilon_\infty-1/\epsilon_s)/r\) to \(\lambda\). The deficit equals this contribution for \(r=L/\alpha\approx0.35L\). The background weakens the ion's field within the cell, and the solvent that would lie beyond the cell is missing. Both reduce the energy released. The radius \(R\) does not appear in this leading term.

**Q.** And the redox free energy has an error of order \(1/\epsilon_s\), which in water I may forget?

**A.** That is true of its \(1/L\) coefficient, but not of the whole error. From \(\Delta A=\tfrac12(2q+1)e^2u(\epsilon_s)\),

\[
\Delta A(L)-\Delta A_\infty=-(2q+1)\frac{e^2}{2}\left[\frac{\alpha}{\epsilon_sL}
+\left(1-\frac1{\epsilon_s}\right)\frac{4\pi R^2}{3L^3}-\dots\right].
\]

The second term is not screened. It comes from the cavity, where there is no solvent: the background inside it weakens the ion's field and lowers the field energy. If \(\epsilon_s\to\infty\), the first term vanishes and the second stays. The two are equal when

\[
\frac{\alpha}{\epsilon_sL}=\frac{\epsilon_s-1}{\epsilon_s}\,\frac{4\pi R^2}{3L^3}
\quad\Longrightarrow\quad
L^*=R\sqrt{\frac{4\pi(\epsilon_s-1)}{3\alpha}} .
\]

Below \(L^*\) the unscreened term is the larger. The opposite limit is a nonpolar solvent, \(\epsilon_s=\epsilon_\infty\). There \(\lambda\) and its error both vanish in this model, while the redox error keeps a \(1/L\) term of order \(1/\epsilon_\infty\), which is not small. For the redox error to be both small and of order \(1/\epsilon_s\), the solvent must be strongly polar and \(L\) well above \(L^*\).

**Q.** If the half sum is so much better at order \(1/L\), the individual gaps must be bad.

**A.** They are. Adding and subtracting the leading errors of \(\Delta A\) and \(\lambda\) gives

\[
\delta G_{\rm red}=-\frac{\alpha e^2}{2L}\left(\frac{1}{\epsilon_\infty}+\frac{2q}{\epsilon_s}\right),
\qquad
\delta G_{\rm ox}=+\frac{\alpha e^2}{2L}\left(\frac{1}{\epsilon_\infty}-\frac{2q+2}{\epsilon_s}\right).
\]

The large parts, in \(1/\epsilon_\infty\), have opposite signs. They cancel in the half sum and survive in the half difference.

**Q.** Suppose I combine two half-reactions, each in its own cell of the same \(L\).

**A.** Let a donor go from \(q_D\) to \(q_D+1\) and an acceptor from \(q_A+1\) to \(q_A\). The free energy of the reduction enters with a minus sign, so the \(1/L\) errors give

\[
-\frac{\alpha e^2}{2\epsilon_sL}\left[(2q_D+1)-(2q_A+1)\right]=-\frac{\alpha e^2(q_D-q_A)}{\epsilon_sL},
\]

which vanishes for couples of equal charge. If the radii are equal too, the \(L^{-3}\) terms also cancel. The reorganisation energy depends on the square of the charge change, so the two deficits add, and the leading deficit doubles.

**Q.** Show me numbers for an ion in water.

**A.** Take an aqueous ion that goes from charge 1+ to 2+: \(q=1\), \(R=0.20\) nm, \(\epsilon_\infty=1.8\), \(\epsilon_s=78\), at 298.15 K. Then \(1/\epsilon_\infty-1/\epsilon_s=0.5427\), and with \(e^2=1.440\) eV nm

\[
\lambda_\infty=\frac{1.440\times0.5427}{2\times0.20}=1.954\ \text{eV}.
\]

In a cell of 1 nm, the volume of about 33 water molecules, the leading error is

\[
-\frac{2.8373\times1.440\times0.5427}{2\times1}=-1.109\ \text{eV}.
\]

The higher terms return 0.065 eV, so \(\lambda(L)=1.954-1.109+0.065=0.910\) eV, less than half of \(\lambda_\infty\). Adding 1.109 eV back leaves a value 3% above \(\lambda_\infty\). Even at 3 nm, or 900 waters, the uncorrected value is 1.587 eV, which is 19% low.

For the redox free energy at 1 nm the screened term is

\[
-\frac{3\times2.8373\times1.440}{2\times78\times1}=-0.079\ \text{eV},
\]

but the full error is \(-0.433\) eV. The unscreened part supplies the other \(-0.355\) eV. The crossover is at \(L^*=2.13\) nm. At 3 nm the full error has fallen to \(-0.039\) eV, against \(-0.367\) eV for \(\lambda\).

The gaps at 1 nm are wrong by \(-1.477\) eV (reduced) and \(+0.610\) eV (oxidised). Their half sum is \(-0.433\) eV and their half difference \(-1.044\) eV, as required.

**Q.** I could run cells of 1 and 2 nm and draw a straight line in \(1/L\).

**A.** For these two cells the intercept is twice the value at 2 nm minus the value at 1 nm. For \(\lambda\) this gives \(2\times1.408-0.910=1.906\) eV, which is 0.05 eV below the limit. For the redox free energy the error of the intercept is \(2\times(-0.084)+0.433=+0.27\) eV. That is worse than the uncorrected 2 nm cell, because the line treats an \(L^{-3}\) term as \(L^{-1}\).

**Q.** You dropped the cubic harmonics and assumed a sharp cavity. How do I know that this did no harm?

**A.** Let the edge be soft, with \(1/\epsilon(r)=1/\epsilon+(1-1/\epsilon)g(r)\) and \(g\) falling from 1 to 0. The same derivation holds with \(g(r)\) inside the integral \(I\), now taken over all \(r\). In \(B\) this replaces

\[
\frac1R\to\int_0^\infty\frac{1-g}{r^2}dr,\quad
R^2\to2\int_0^\infty g\,r\,dr,\quad
R^5\to5\int_0^\infty g\,r^4dr .
\]

The term \(-\alpha/(\epsilon L)\) is unchanged.

As a test, the periodic Poisson equation was solved in three dimensions, cubic harmonics included, with \(g=\tfrac12\,{\rm erfc}[(r-R)/w]\), \(w=0.05\) nm and a mesh of 0.02 nm. This \(g\) is not exactly 1 at the origin, so in the formula the first integral starts at 0.01 nm, below which \(1-g\) is less than \(10^{-7}\) and is set to zero. The grid gave \(\lambda=0.9802\) and 1.2545 eV at \(L=1.0\) and 1.4 nm; the formula gives 0.9800 and 1.2544 eV. These exceed the sharp-cavity values because the first integral is the mean of \(1/r\) over the edge, which is greater than \(1/R\).

The static \(u\) rose between the two cells by 0.1177 nm\(^{-1}\) on the grid and 0.1175 nm\(^{-1}\) by the formula; at meshes of this size the grid figure depends on the discretisation by about 0.001 nm\(^{-1}\). The screened term accounts for \((2.8373/78)(1-1/1.4)=0.010\) nm\(^{-1}\) of this, so the unscreened term is really there in the continuum model. The test says nothing about whether water is a continuum.

**Q.** Which it is not. What does a real solution do to these numbers?

**A.** The permittivities are close to those of water at room temperature; the radius is a rough effective value. Four departures can be sized at \(L=1\) nm.

First, a periodic calculation sets the mean potential to zero, and real water molecules have an inner potential. For a neutral, orientation-averaged molecule, multiply \(\nabla^2\phi=-4\pi\rho\) by \(r^2\) and integrate by parts twice: \(6\int\phi\,dV=-4\pi\int\rho r^2dV\). A Hartree–Fock calculation (aug-cc-pVDZ) on one molecule, with bonds of 0.096 nm and an angle of 104.5 degrees, gives a net electronic second moment about the oxygen of 0.0368 nm\(^2\). At 33.33 molecules per nm\(^3\) the mean potential is

\[
\frac{2\pi}{3}\times33.33\times0.0368\times1.440\approx3.7\ \text{V}.
\]

The calculation omits electron correlation and polarisation by the liquid. A larger basis (aug-cc-pVTZ) lowers the moment to 0.0366 nm\(^2\), and the PBE functional in that basis raises it to 0.0387 nm\(^2\), or 3.9 V, while lowering the dipole by about 10%; the potential is good to about 0.2 V at this level. Value and sign belong to an all-electron description: the point charges of the SPC/E force field, taken about the oxygen, give about \(-0.85\) V, which reverses the shift found below. The cavity excludes water from a fraction \(4\pi R^3/3L^3=0.034\) of the cell. This lowers the mean and so raises the ion's potential relative to it, shifting \(\Delta A\) by about \(+0.12\) eV. Both gaps shift equally, so \(\lambda\) does not change. The ion's own electrons raise the mean again and so act in the opposite direction. Their effect is not included, and for a transition-metal ion it can be of similar size, so the sign of the net shift is not settled here.

Second, strong fields saturate the dipoles. The screened field of the isolated 2+ ion is 9.2 MV/cm at the cavity edge and 1.5 MV/cm at half the cell. A Langevin estimate for the same molecule's dipole, with this field multiplied by the cavity factor \(3\epsilon_s/(2\epsilon_s+1)\approx1.5\), puts the orientational response at 77% and 99% of its weak-field value. Both figures are too high, because a lone dipole in the screened field aligns less than the dipoles must in order to produce that screening. The bare field at the cavity edge is \(2\times1.440/0.20^2=72\) V/nm, and the linear model needs the oriented dipoles to cancel about 70 V/nm of it. These dipoles (0.0417 \(e\) nm each), fully aligned at the density of the liquid, supply only \(4\pi\times33.33\times0.0417\times1.440\approx25\) V/nm. The linear model therefore fails next to a 2+ ion, and \(\lambda_\infty\) is a value of the model rather than a prediction for water. At a distance of half the cell the bare field of the isolated ion is 11.5 V/nm; in the periodic cell it is weaker, 5.5 V/nm in the spherical average and zero along a cube axis. To cancel nearly all of the isolated-ion field the dipoles need about 45% of full alignment, where the Langevin response is still about 87% of its weak-field value. The \(\alpha/L\) correction comes mainly from solvent farther out, so saturation affects it less than \(\lambda_\infty\), though not negligibly in a 1 nm cell. In a spherical cell of the same volume, with Langevin dipoles that saturate at 25 V/nm and give \(\epsilon_s=78\) in weak fields, \(\lambda_\infty\) falls by about 30% and the size deficit of \(\lambda\) by about 12%. The redox size error grows instead, from \(-0.44\) to \(-0.58\) eV, and the excess falls off roughly as \(L^{-3}\): the saturated shell acts like a larger cavity.

Third, the cavity may shrink on oxidation. With the reduced radius held at 0.20 nm and the oxidised one 10% smaller, the redox error changes from \(-0.433\) to \(-0.344\) eV.

Fourth, sampling is finite. The variance of the gap is that of \(b\cdot x\), namely \(kT\,b\cdot K^{-1}b=2\lambda kT\). With 100 independent samples the standard error of a mean gap is \(\sqrt{2\times0.910\times0.0257/100}=0.022\) eV, far below the size errors.

Two things are not sized. The bonds of the first water shell also reorganise, and this adds to \(\lambda\). And in a cell of some 33 molecules, the response between the ion and its images need not be that of bulk water.

**Q.** So what may I correct, and when?

**A.** For \(\lambda\), add \(\alpha e^2(1/\epsilon_\infty-1/\epsilon_s)/2L\). This needs no radius, but it does need a linear solvent with bulk permittivities at distances of order \(L/2\), and \(R\) well below that distance. For \(\Delta A\), the screened term is nearly the whole size error only when \(L\) is well above \(L^*\). In smaller cells the \(L^{-3}\) term should be included as well, and its value is no better than the effective radius and the potential reference put into it. The numerical output lists the errors for cells from 1 to 3 nm.

## Calculated quantities

```
alpha (Ewald)                       2.837297
e^2/(4 pi eps0)                     1.43996 eV nm
cavity radius R                     0.20 nm
eps_inf, eps_s                      1.8, 78
1/eps_inf - 1/eps_s                 0.5427
charge change                       1+ -> 2+
temperature, kT                     298.15 K, 0.02569 eV
lambda, infinite cell               1.954 eV
solvent part of DeltaA, infinite    -10.661 eV
Cells: L in nm, number of waters in L^3, energies in eV
lam = lambda(L); lam1 = its 1/L error; rest = lam-lam1-lambda_inf
dA1 = 1/L redox error; dA = full redox error
   L  waters    lam    lam1    rest     dA1      dA
 1.00     33   0.910  -1.109  0.0650  -0.0786  -0.4334
 1.25     65   1.100  -0.887  0.0334  -0.0629  -0.2451
 1.50    112   1.234  -0.739  0.0194  -0.0524  -0.1580
 2.00    267   1.408  -0.554  0.0082  -0.0393  -0.0839
 3.00    900   1.587  -0.370  0.0024  -0.0262  -0.0394
1/L error of reduced gap, L=1 nm    -1.187 eV
1/L error of oxidised gap, L=1 nm   1.030 eV
full error of reduced gap, L=1 nm   -1.477 eV
full error of oxidised gap, L=1 nm  0.610 eV
crossover side L*                   2.13 nm
Grid test, soft edge, grid then formula:
mesh step, edge width               0.02, 0.05 nm
lambda at L=1.0 nm                 0.9802, 0.9800 eV
lambda at L=1.4 nm                 1.2545, 1.2544 eV
static u(1.4 nm)-u(1.0 nm)          0.1177, 0.1175 1/nm
fast u(1.4 nm)-u(1.0 nm)            0.4986, 0.4986 1/nm
Neglected effects at L = 1 nm:
water number density                33.33 1/nm^3
water net second moment (HF)        0.03677 nm^2
water dipole (HF)                   0.0417 e nm
mean inner potential of water       3.70 V
reference shift of DeltaA           +0.124 eV
field at cavity edge                9.23 MV/cm
relative response, cavity edge      0.773
field at half cell                  1.48 MV/cm
relative response, half cell        0.992
redox error, 10% smaller ox. cavity -0.344 eV
gap sampling error, 100 samples     0.022 eV
```
